\section*{Midgap density induced by a metal on an insulating chain, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two surfaces and one weak bond}

Q: You claim that a metal puts electronic states into the gap of an insulator it touches. The gap is where the insulator has no states. What is being counted, and in what model?

A: The local density of states on the first insulator site. Take independent electrons with one orbital per site and orthonormal orbitals. The metal is a half-infinite chain with site energy $\varepsilon_m$ and neighbour hopping $t_m$, and its last site is number $0$. The insulator is a half-infinite chain on sites $1,2,3,\dots$, with site energies $+\Delta,-\Delta,+\Delta,\dots$ and hopping $t$. One hopping $v$ joins sites $0$ and $1$. All these quantities are real, and $\Delta$, $t$, $t_m$ are positive. Energy is measured from the middle of the insulator gap.

With $H$ the Hamiltonian, the retarded Green function is
\begin{equation}
G(E)=\lim_{\eta\to0^+}(E+i\eta-H)^{-1}.
\end{equation}
In terms of eigenstates $\psi_k$ with energies $E_k$, its diagonal element on site $n$ is $\sum_k|\psi_k(n)|^2/(E+i\eta-E_k)$. The imaginary part of $1/(E+i\eta-E_k)$ tends to $-\pi\delta(E-E_k)$, so
\begin{equation}
\rho_n(E)=\sum_k|\psi_k(n)|^2\,\delta(E-E_k)=-\frac1\pi\,\mathrm{Im}\,G_{nn}(E).
\end{equation}
This is a density per unit energy and per spin. It is not a charge: whether the states are filled depends on the Fermi level.

Q: The matrix is infinite. How do you obtain even one element of its inverse?

A: By removing the end site. Consider any half-infinite chain whose first site has energy $\varepsilon_1$ and is tied by a hopping $\tau$ to the rest. The first row of $(E-H)G=1$, applied to the first column of $G$, reads
\begin{equation}
(E-\varepsilon_1)G_{11}-\tau G_{21}=1.
\end{equation}
The other rows have zero on the right. They say that the rest of the chain, taken alone, is driven by a source $\tau G_{11}$ on its own first site. If $g'$ is the surface Green function of that remainder, then
\begin{equation}
G_{21}=g'\,\tau\,G_{11}.
\label{eq:step}
\end{equation}
Inserting this in the first row gives
\begin{equation}
G_{11}=\frac{1}{E-\varepsilon_1-\tau^2g'}.
\label{eq:remove}
\end{equation}
The infinitesimal $i\eta$ is understood in $E$.

Q: That replaces one unknown by another.

A: For the metal the two unknowns are equal, because a half-infinite uniform chain without its end site is the same chain. Call the surface function $g_m$ and write $z=E-\varepsilon_m$. Then
\begin{equation}
g_m=\frac1{z-t_m^2g_m}
\quad\Longrightarrow\quad
t_m^2g_m^2-zg_m+1=0 .
\end{equation}
Inside the metal band, $|z|<2t_m$, the discriminant $z^2-4t_m^2$ is negative and the roots are complex. The density must be positive, so $\mathrm{Im}\,g_m<0$, which selects
\begin{equation}
g_m=\frac{z-i\sqrt{4t_m^2-z^2}}{2t_m^2},\qquad
\rho_m=-\frac{\mathrm{Im}\,g_m}{\pi}=\frac{\sqrt{4t_m^2-z^2}}{2\pi t_m^2}.
\label{eq:gm}
\end{equation}
The modulus follows by adding the squares:
\begin{equation}
|g_m|^2=\frac{z^2+4t_m^2-z^2}{4t_m^4}=\frac1{t_m^2}.
\label{eq:mod}
\end{equation}

Q: The insulator is not uniform. Removing its first site leaves a chain that starts with $-\Delta$.

A: So two sites are removed. Let $g_i$ be the surface function of the chain starting with $+\Delta$, and $g'$ that of the chain starting with $-\Delta$. With $x=E-\Delta$ and $y=E+\Delta$, Eq.~(\ref{eq:remove}) gives
\begin{equation}
g_i=\frac1{x-t^2g'},\qquad g'=\frac1{y-t^2g_i}.
\label{eq:pair}
\end{equation}
Write the first relation as $g_i(x-t^2g')=1$, insert $g'$, and multiply by $y-t^2g_i$:
\begin{align}
g_i\left[x(y-t^2g_i)-t^2\right]&=y-t^2g_i,\\
xy\,g_i-xt^2g_i^2-t^2g_i&=y-t^2g_i,\\
xt^2g_i^2-xy\,g_i+y&=0.
\label{eq:quad}
\end{align}
The terms $-t^2g_i$ cancelled between the second line and the third. The discriminant is $x^2y^2-4xyt^2$, and the roots are
\begin{equation}
g_i=\frac{y}{2t^2}\,(1\pm R),\qquad R=\sqrt{1-\frac{4t^2}{xy}},\qquad xy=E^2-\Delta^2.
\label{eq:roots}
\end{equation}
The roots are complex when $0<xy<4t^2$, that is, for $\Delta^2<E^2<\Delta^2+4t^2$. These are the two bands. Between them lies the gap $|E|<\Delta$, of width $2\Delta$, where $xy<0$, $R>1$, and both roots are real.

Q: Two real roots, so positivity of the density no longer chooses. Which one is right?

A: The one whose response dies away inside the insulator. Apply Eq.~(\ref{eq:step}) twice. Going from site 1 to site 3 multiplies the response to a source on site 1 by
\begin{equation}
r=(tg')(tg_i)=t^2g'g_i=xg_i-1,
\end{equation}
where the last form is the first relation of Eq.~(\ref{eq:pair}) rearranged. For the two roots $g_\pm$ of Eq.~(\ref{eq:quad}), the sum is $y/t^2$ and the product is $y/(xt^2)$. Hence
\begin{equation}
(xg_+-1)(xg_--1)=\frac{xy}{t^2}-\frac{xy}{t^2}+1=1 .
\end{equation}
One factor is the inverse of the other. For the upper sign $xg_+=xy(1+R)/(2t^2)$ is negative, so $r<-1$ and the response grows with depth. For the lower sign $|r|<1$ and it decays. Therefore
\begin{equation}
g_i=\frac{y}{2t^2}\,(1-R)\qquad(|E|<\Delta).
\label{eq:gi}
\end{equation}
At midgap $x=-\Delta$ and $y=\Delta$, so
\begin{equation}
g_i(0)=\frac{\Delta-\sqrt{\Delta^2+4t^2}}{2t^2}.
\label{eq:mid}
\end{equation}

Q: A real $g_i$ means zero density. You have confirmed my objection.

A: For the separate insulator, yes: its first site has no density in the gap. But $g_i$ itself is not zero. It measures how strongly the site responds when driven at an energy where it has no states of its own. The metal can provide the drive.

Q: Then join the chains. I expect a perturbation series that you will cut off at a convenient place.

A: No series is needed. With both neighbours present, the first row for site 1 contains two remainders, one on each side. Each contributes as in Eq.~(\ref{eq:remove}):
\begin{equation}
G_{11}=\frac1{x-t^2g'-v^2g_m}=\frac1{g_i^{-1}-v^2g_m}=\frac{g_i}{1-v^2g_ig_m}.
\label{eq:join}
\end{equation}
The second form uses $x-t^2g'=1/g_i$. To take the imaginary part, multiply numerator and denominator by the complex conjugate of the denominator, remembering that $g_i$ is real:
\begin{equation}
G_{11}=\frac{g_i-v^2g_i^2g_m^*}{|1-v^2g_ig_m|^2}.
\end{equation}
Since $\mathrm{Im}\,g_m^*=-\mathrm{Im}\,g_m$, the two minus signs combine, and
\begin{equation}
\mathrm{Im}\,G_{11}=\frac{v^2g_i^2\,\mathrm{Im}\,g_m}{|1-v^2g_ig_m|^2},
\qquad
\rho_1=\frac{v^2g_i^2\rho_m}{|1-v^2g_ig_m|^2}.
\label{eq:exact}
\end{equation}
This holds at any $v$ within the model, for $E$ inside the gap and inside the metal band. When $v^2|g_ig_m|\ll1$ the denominator tends to one and
\begin{equation}
\rho_1\simeq v^2g_i^2\rho_m .
\label{eq:law}
\end{equation}
Neither $g_i$ nor $\rho_m$ contains $v$, so the induced density scales as the contact hopping squared.

Q: Why the square? The coupling enters the Hamiltonian linearly.

A: A metal state with amplitude $\psi(0)$ on the last metal site drives the first insulator site with strength $v\psi(0)$. The site responds with amplitude $g_iv\psi(0)$ to lowest order. A density is an amplitude squared, which gives $v^2g_i^2|\psi(0)|^2$, and summing over metal states at energy $E$ turns $|\psi(0)|^2$ into $\rho_m$. A linear term is also forbidden by symmetry. Reversing the sign of every insulator orbital changes $v$ into $-v$ and leaves each site density as it was, so $\rho_1$ is an even function of $v$.

Q: And where do the new states come from? The first site still has one orbital.

A: It does, and completeness of the eigenstates requires $\int\rho_1(E)\,dE=1$ whatever $v$ is. Density that appears in the gap is therefore taken from other energies. The contact redistributes the weight of the orbital and adds none.

Q: ``Weak'' needs a number. Weak compared with what?

A: By Eq.~(\ref{eq:mod}) the condition is $v^2\ll t_m/|g_i|$. Writing out the denominator shows the corrections:
\begin{equation}
|1-v^2g_ig_m|^2=1-2v^2g_i\,\mathrm{Re}\,g_m+\frac{v^4g_i^2}{t_m^2}.
\label{eq:den}
\end{equation}
The first relative correction to the density is thus $+2v^2g_i\,\mathrm{Re}\,g_m$, and its sign depends on where the energy lies in the metal band.

Take round parameters: $\Delta=3$~eV, $t=2$~eV, $t_m=2.5$~eV and $\varepsilon_m=-1.4$~eV. At midgap
\begin{equation}
g_i=\frac{3-\sqrt{9+16}}{8}=-0.25~\mathrm{eV}^{-1}.
\end{equation}
For the metal, $z=1.4$~eV and $\sqrt{25-1.96}=4.8$~eV, so
\begin{equation}
g_m=\frac{1.4-4.8i}{12.5}=0.112-0.384i~\mathrm{eV}^{-1},
\end{equation}
and $\rho_m=0.384/\pi=0.1222~\mathrm{eV}^{-1}$. At $v=0.5$~eV the law gives
\begin{equation}
\rho_1\simeq0.25\times0.0625\times0.1222=1.91\times10^{-3}~\mathrm{eV}^{-1}.
\end{equation}
The denominator is $1+0.0140+0.0006=1.0146$, which lowers this to $1.88\times10^{-3}~\mathrm{eV}^{-1}$. At $v=2$~eV it is $1+0.224+0.160=1.384$, and the simple law is too high by 38 per cent of the full value.

Q: All this rests on surface functions of infinite chains. I would trust it more if a finite piece of material, with ordinary real eigenstates, gave the same density.

A: Take 3000 metal sites and 40 insulator sites and diagonalize the joined chain. Near midgap its levels are discrete but dense. One state contributes $|\psi_k(1)|^2$ to the first site and occupies an energy interval equal to the local level spacing, so their quotient is the density. No artificial broadening enters. At midgap, in $\mathrm{eV}^{-1}$ per spin:

\begin{center}
\begin{tabular}{cccc}
$v$ (eV) & finite chain & Eq.~(\ref{eq:exact}) & Eq.~(\ref{eq:law})\\
0.1 & $7.635\times10^{-5}$ & $7.635\times10^{-5}$ & $7.639\times10^{-5}$\\
0.5 & $1.882\times10^{-3}$ & $1.882\times10^{-3}$ & $1.910\times10^{-3}$\\
1.0 & $7.166\times10^{-3}$ & $7.166\times10^{-3}$ & $7.639\times10^{-3}$\\
2.0 & $2.208\times10^{-2}$ & $2.208\times10^{-2}$ & $3.056\times10^{-2}$
\end{tabular}
\end{center}

Between $v=0.1$ and $0.2$~eV the finite chain gives a logarithmic slope of 1.998. The small deficit from 2 has the sign of the first correction, which is negative here because $g_i<0$ and $\mathrm{Re}\,g_m>0$.

Q: If I go on strengthening the contact, does the midgap density go on rising?

A: No. Divide numerator and denominator of Eq.~(\ref{eq:exact}) by $v^2$. The part of the denominator that depends on $v$ is then
\begin{equation}
\frac1{v^2}+\frac{v^2g_i^2}{t_m^2},
\end{equation}
and its derivative with respect to $v^2$ vanishes at $v^2=t_m/|g_i|$. With the other parameters fixed this is $2.5/0.25=10~\mathrm{eV}^2$, or $v\approx3.2$~eV. There the density is largest. For much larger $v$ it falls as $1/v^2$: sites 0 and 1 then form a bonding and an antibonding level far from midgap. The square law belongs to the weak side of this maximum.

\section{Depth, exceptions and pinning}

The second half uses these results. The metal ends at site 0, the insulator begins at site 1, and $v$ joins them. The separate surface functions are $g_m$, with $|g_m|=1/t_m$ and $\rho_m=-\mathrm{Im}\,g_m/\pi$, and $g_i$, real in the gap. The joined chain has
\begin{equation}
G_{11}=\frac1{g_i^{-1}-v^2g_m},\qquad
\rho_1=\frac{v^2g_i^2\rho_m}{|1-v^2g_ig_m|^2}.
\label{eq:recall}
\end{equation}
In the example $g_i=-0.25~\mathrm{eV}^{-1}$ at midgap, with $\Delta=3$~eV, $t=2$~eV, $t_m=2.5$~eV and $\rho_m=0.1222~\mathrm{eV}^{-1}$.

Q: One site is not an interface. How do I know that the density does not continue undiminished into the insulator?

A: Let $H_0$ be the Hamiltonian of the two separate chains and $g$ its Green function, so that $g_{00}=g_m$ and $g_{11}=g_i$, and let $V$ contain the contact $v$ alone. Multiplying $(E-H_0-V)G=1$ from the left by $g=(E-H_0)^{-1}$ gives $G=g+gVG$. For an insulator site $n$ this yields three relations:
\begin{align}
G_{nn}&=g_{nn}+g_{n1}vG_{0n},\\
G_{0n}&=g_mvG_{1n},\\
G_{1n}&=g_{1n}+g_ivG_{0n}.
\end{align}
Insert the third in the second and solve for $G_{0n}$:
\begin{equation}
G_{0n}=\frac{v\,g_m\,g_{1n}}{1-v^2g_ig_m}.
\end{equation}
The Hamiltonian is real and symmetric, so $g_{1n}=g_{n1}$, and
\begin{equation}
G_{nn}=g_{nn}+v^2g_{n1}^2\,\frac{g_m}{1-v^2g_ig_m}.
\end{equation}
In the gap $g_{nn}$ and $g_{n1}$ are real. Multiplying the fraction above and below by $1-v^2g_ig_m^*$ gives the numerator $g_m-v^2g_i|g_m|^2$, whose imaginary part is $\mathrm{Im}\,g_m$. Hence
\begin{equation}
\rho_n=\frac{v^2g_{n1}^2\rho_m}{|1-v^2g_ig_m|^2}.
\end{equation}
The depth profile is that of $g_{n1}^2$, and the contact changes its height but not its shape.

The metal induces a density in the insulator gap that scales as $v^2$ at weak contact, and its depth profile is that of $g_{n1}^2$, whatever the contact. It remains to find how fast this profile decays, where the square law fails, and what the induced states do to Fermi-level pinning.

All numerical values are calculated from the stated model.
